# Small-Angle Bhabha Scattering and the Radius Tolerance of a Luminosity Ring

## Problem

A collider measures its luminosity by counting $e^-e^+\to e^-e^+$ events. Electrons are accepted in a flat ring perpendicular to the beam, centred on it, at distance $z=2000$ mm from the collision point. The ring has inner radius $r=60$ mm and outer radius $R=120$ mm. A larger counter on the opposite side catches every partner positron, so the electron ring alone defines the acceptance. The total centre-of-mass energy is $\sqrt s=20$ GeV.

(a) Show that at tree level in QED, to leading order in small angles, the cross-section for electrons between polar angles $\theta_{\min}$ and $\theta_{\max}$ is

$$\sigma=\frac{16\pi\alpha^2}{s}\left(\frac1{\theta_{\min}^2}-\frac1{\theta_{\max}^2}\right).$$

The event rate is this cross-section times the luminosity.

(b) How accurately must the inner radius be known if its error may change the inferred luminosity by at most $\varepsilon=10^{-4}$?

(c) Compare this tolerance with those on the outer radius, the distance and the centring of the ring.

## Solution

### The amplitude

Use $\hbar=c=1$ and $e^2=4\pi\alpha$, with unpolarised beams and $s\gg m_e^2$, so that the electron mass can be dropped. Label the incoming electron and positron 1 and 2, and the outgoing electron and positron 3 and 4. With $x=\sin^2(\theta/2)$, the invariants are

$$s=(p_1+p_2)^2,\quad t=(p_1-p_3)^2=-sx,\quad u=(p_1-p_4)^2=-s(1-x).$$

A photon can be exchanged between the particles, or the pair can annihilate into a photon that makes a new pair. Up to an overall phase,

$$\frac{M}{e^2}=\frac{[\bar u_3\gamma^\mu u_1][\bar v_2\gamma_\mu v_4]}{t}-\frac{[\bar v_2\gamma^\mu u_1][\bar u_3\gamma_\mu v_4]}{s}.$$

The minus sign arises because the two terms differ by the interchange of two fermion operators.

A massless spinor of definite spin has one chirality, L or R, and reduces to a two-component spinor of squared norm $2E=\sqrt s$. The Dirac equation makes its spin direction antiparallel to the momentum for L and parallel for R. This holds for the $u$ and $v$ spinors alike; here "spin direction" refers to the spinor itself. A vertex joins equal chiralities, through $a^\dagger\bar\sigma^\mu b$ for L and $a^\dagger\sigma^\mu b$ for R, where $\sigma^\mu=(1,\boldsymbol\sigma)$ and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$.

The Pauli matrices obey $\boldsymbol\sigma_{ij}\cdot\boldsymbol\sigma_{kl}=2\delta_{il}\delta_{kj}-\delta_{ij}\delta_{kl}$. Hence

$$(a^\dagger\bar\sigma^\mu b)(c^\dagger\bar\sigma_\mu d)=2[(a^\dagger b)(c^\dagger d)-(a^\dagger d)(c^\dagger b)],$$

$$(a^\dagger\bar\sigma^\mu b)(c^\dagger\sigma_\mu d)=2(a^\dagger d)(c^\dagger b).$$

For spin directions $\mathbf m_a,\mathbf m_b$, the overlap is $|a^\dagger b|^2=s(1+\mathbf m_a\cdot\mathbf m_b)/2$. There are three kinds of non-zero amplitude.

**All four chiralities equal.** Call the numerator of the exchange term $S$. The first identity changes sign when $a$ and $c$ are interchanged, so the numerator of the annihilation term is $-S$, and $M/e^2=S(1/t+1/s)$. The bracket in the identity is a product of two determinants, $\det(a,c)^*\det(b,d)$, and

$$|\det(a,c)|^2=|a|^2|c|^2-|a^\dagger c|^2=s(1-\mathbf m_a\cdot\mathbf m_c)/2.$$

The pairs are $(u_3,v_2)$ and $(u_1,v_4)$. In each, the spin directions have scalar product $-\cos\theta$, so each squared determinant is $s(1+\cos\theta)/2=-u$. Thus $|S|^2=4u^2$.

**Exchange only:** 1 and 3 have one chirality, 2 and 4 the other. The second identity gives the numerator $2(u_3^\dagger v_4)(v_2^\dagger u_1)$. Each pair has opposite momenta and opposite chiralities, hence equal spin directions, and each squared overlap is $s$. Therefore $|M|^2/e^4=4s^2/t^2$.

**Annihilation only:** 1 and 2 have one chirality, 3 and 4 the other. The numerator is $2(v_2^\dagger v_4)(u_3^\dagger u_1)$. Each pair has spin directions with scalar product $-\cos\theta$, so each squared overlap is $s(1-\cos\theta)/2=-t$. Therefore $|M|^2/e^4=4t^2/s^2$.

Each kind occurs twice, with L and R interchanged. Averaging over the four initial spin states gives

$$\overline{|M|^2}=2e^4\left[u^2\left(\frac1s+\frac1t\right)^2+\frac{s^2}{t^2}+\frac{t^2}{s^2}\right]=\frac{2e^4}{x^2}\left[(1-x)^4+1+x^4\right].$$

For any $a,b$, expansion shows that $a^4+b^4+(a+b)^4=2(a^2+ab+b^2)^2$. Setting $a=1-x$ and $b=x$ gives $a+b=1$ and $a^2+ab+b^2=1-x+x^2$, so

$$\overline{|M|^2}=4e^4\left(\frac1x-1+x\right)^2.$$

### The cross-section

The flux factor is $1/(2s)$. The two-body phase space per solid angle is

$$\frac{1}{4\pi^2}\int\frac{E^2\,dE}{4E^2}\,\delta(\sqrt s-2E)=\frac1{32\pi^2}.$$

Their product is $1/(64\pi^2s)$. With $e^4=16\pi^2\alpha^2$,

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2}{s}\left(\frac1x-1+x\right)^2.$$

At small angles $x\simeq\theta^2/4$, and this becomes $16\alpha^2/(s\theta^4)$. The leading term comes from photon exchange, through the factors $1/t^2$; it has the angular dependence of Rutherford scattering.

Since $\cos\theta=1-2x$, integration over azimuth gives $d\Omega=4\pi\,dx$. Expanding the square and integrating,

$$\sigma=\frac{4\pi\alpha^2}{s}\int_{x_{\min}}^{x_{\max}}\left(\frac1{x^2}-\frac2x+3-2x+x^2\right)dx$$

$$=\frac{4\pi\alpha^2}{s}\left[-\frac1x-2\ln x+3x-x^2+\frac{x^3}{3}\right]_{x_{\min}}^{x_{\max}}.$$

From $\sin^2y=y^2(1-y^2/3+\dots)$ with $y=\theta/2$ we get $1/x=4/\theta^2+1/3+O(\theta^2)$. The constant $1/3$ cancels between the limits. The logarithm contributes $-2\ln(x_{\max}/x_{\min})=-4\ln(\theta_{\max}/\theta_{\min})+O(\theta_{\max}^2)$. Therefore

$$\sigma=\frac{16\pi\alpha^2}{s}\left[\frac1{\theta_{\min}^2}-\frac1{\theta_{\max}^2}-\ln\frac{\theta_{\max}}{\theta_{\min}}+O(\theta_{\max}^2)\right].$$

The first two terms are the result asked for in (a).

For the ring, $\tan\theta=r/z$ at the inner edge and $R/z$ at the outer edge. Because $1/\tan^2\theta=1/\sin^2\theta-1=1/\theta^2-2/3+O(\theta^2)$, a constant cancels again, and to leading order

$$\sigma=\frac{16\pi\alpha^2z^2}{s}\left(\frac1{r^2}-\frac1{R^2}\right).$$

The geometrical factor is $2000^2(1/60^2-1/120^2)=833.33$. With $1\ \mathrm{GeV}^{-2}=389379$ nb, the prefactor $16\pi\alpha^2/s$ is $2.6056$ nb. Carrying one more digit in each factor, the leading cross-section is $2.60563\times833.333\simeq2171.4$ nb.

The logarithm changes this by the relative amount $-\ln2/833.33=-8.3\times10^{-4}$, and the full tree formula gives $2169.6$ nb. The leading formula thus misses the tree result by about eight times the permitted error. It can set a mechanical tolerance, but it cannot serve as the reference cross-section for a measurement at this accuracy.

### The inner-radius tolerance

If $N$ events are counted, the inferred luminosity is $N/\sigma_{\rm assumed}$, while the true one is $N/\sigma_{\rm true}$. The relative luminosity error is therefore $\delta\sigma/\sigma$, where $\delta\sigma=\sigma_{\rm true}-\sigma_{\rm assumed}$. Let the true inner radius be $r+\delta r$. Differentiating $1/r^2$ gives $-2\,\delta r/r^3$, so

$$\frac{\delta\sigma}{\sigma}=\frac{-2\,\delta r/r^3}{1/r^2-1/R^2}=-\frac{2\,\delta r}{r}\,\frac1{1-r^2/R^2}.$$

Requiring the magnitude to be at most $\varepsilon$ gives

$$|\delta r|\le\frac{\varepsilon}{2}\,r\left(1-\frac{r^2}{R^2}\right).$$

Here this is $0.5\times10^{-4}\times60\ \mathrm{mm}\times0.75=2.25\ \mu\mathrm m$, which answers (b). Solving numerically, by root bracketing, for the shift that lowers the full tree cross-section by $10^{-4}$ gives $2.249\ \mu$m. The neglected angular terms hardly matter for the tolerance.

The sign is physical. A hole larger than assumed loses events where they are densest, and the luminosity comes out too low. With the full tree formula, a hole $10\ \mu$m too large in radius gives a bias of $-4.4\times10^{-4}$.

In this small-angle law, the tolerance tends to $\varepsilon r/2$ when $R$ is much larger than $r$. For a thin ring it tends to $\varepsilon(R-r)$, because an error in one edge is then compared with a small width.

### The other tolerances

Differentiating with respect to $R$ gives

$$\frac{\delta\sigma}{\sigma}=\frac{2\,\delta R/R^3}{1/r^2-1/R^2}=\frac{2\,\delta R}{R}\,\frac1{R^2/r^2-1}.$$

Since $\sigma\propto z^2$, a distance error gives $\delta\sigma/\sigma=2\,\delta z/z$.

Now shift the whole ring sideways by $d<r$. At small angles, with $\rho$ the distance from the beam axis in the plane of the ring, $\theta\simeq\rho/z$ and $d\Omega\simeq dA/z^2$. The cross-section per unit area is then $16\alpha^2z^2/(s\rho^4)$. Outside an edge $r(\varphi)$ measured from the beam axis, the integral of $\rho\,d\rho/\rho^4$ is $1/[2r(\varphi)^2]$. Thus $1/r^2$ is replaced by its azimuthal average $\langle1/r(\varphi)^2\rangle$.

For the shifted circle, $r(\varphi)=w+d\cos\varphi$ with $w=\sqrt{r^2-d^2\sin^2\varphi}$. Because $w^2-d^2\cos^2\varphi=r^2-d^2$,

$$\frac1{r(\varphi)}=\frac{w-d\cos\varphi}{r^2-d^2}.$$

On squaring and averaging, the cross term vanishes, since $\varphi\to\varphi+\pi$ reverses $\cos\varphi$ and leaves $w$ unchanged. The remaining average is $\langle w^2+d^2\cos^2\varphi\rangle=r^2-d^2/2+d^2/2=r^2$. Hence

$$\left\langle\frac1{r(\varphi)^2}\right\rangle=\frac{r^2}{(r^2-d^2)^2}\simeq\frac1{r^2}+\frac{2d^2}{r^4}.$$

The outer edge behaves in the same way, and

$$\frac{\delta\sigma}{\sigma}\simeq\frac{2d^2(1/r^4-1/R^4)}{1/r^2-1/R^2}=2d^2\left(\frac1{r^2}+\frac1{R^2}\right).$$

There is no linear term: events gained on one side are lost on the other at first order. Setting each expression equal to $\varepsilon$ in magnitude gives the following cases.

| Error | $\lvert\delta\sigma/\sigma\rvert$ | Size giving $10^{-4}$ |
|---|---|---|
| Inner radius, $R=120$ mm | $2\lvert\delta r\rvert/[r(1-r^2/R^2)]$ | $2.25\ \mu$m |
| Inner radius, very wide ring | $2\lvert\delta r\rvert/r$ | $3.00\ \mu$m |
| Outer radius | $2\lvert\delta R\rvert/[R(R^2/r^2-1)]$ | $18\ \mu$m |
| Distance | $2\lvert\delta z\rvert/z$ | $100\ \mu$m |
| Sideways shift | $2d^2(1/r^2+1/R^2)$ | $380\ \mu$m |

The second row is the small-angle law with the $1/R^2$ term dropped. Each row spends the whole error budget on one cause; if several errors are present and are not known to compensate, they share the budget and each must be smaller. The inner radius is more critical than the outer by the factor $(R/r)^3=8$, which is the ratio of the two derivatives.

The micrometre requirement applies to the azimuthal mean of the inner radius. For a small edge error $\delta(\varphi)$, the first-order change of $\langle1/r(\varphi)^2\rangle$ is $-2\langle\delta\rangle/r^3$, so an edge error of zero mean has no first-order effect.

### What the estimate leaves out

Photon radiation, loop corrections, $Z$ exchange, the size of the beams and the detector response are omitted. Their sizes are not estimated here. Effects that are each smaller than $\varepsilon$ can add up to more, so a real reference cross-section must include enough of them to keep the combined relative error of what remains below $\varepsilon$. A correction that multiplies the differential cross-section by the same factor at every angle in the ring and just beyond its edges cancels from $\delta\sigma/\sigma$ and leaves the tolerances unchanged; one that varies with angle can alter them.

All numerical values are calculated from the stated model.
